# Inversion, Time Reversal and Spin Splitting in 2H Films: test program

```python
"""Result under test: a nonmagnetic 2H film with an even number of layers has
doubly degenerate bands at every k (inversion P times time reversal T), while
an odd film has no inversion centre and its bands may split by spin.
Lattice model: p orbitals on metal M and chalcogen X, two-centre hopping from
atomic positions, atomic spin-orbit coupling. Energies in eV, lengths in angstrom.
Valley model: one orbital per layer, spin s=+1/-1, alternating spin-orbit
energy s*lam, interlayer hopping t, outer-layer shift delta, bias U, in meV.
pair gap = largest separation of levels 2n-1 and 2n, counted from the bottom.
"""
import numpy as np

A_LAT, H_X, D_LAYER = 3.2, 1.6, 6.2
V_SIGMA, V_PI, R_REF, DECAY, CUTOFF = 1.5, -0.4, 2.4, 0.8, 5.3
ONSITE = {"M": 1.0, "X": -1.0}
SOC = {"M": 0.20, "X": 0.10}
a1 = A_LAT * np.array([1.0, 0.0])
a2 = A_LAT * np.array([0.5, np.sqrt(3) / 2])
CELL = np.array([a1, a2]).T
RECIP = 2 * np.pi * np.linalg.inv(CELL)      # rows are b1, b2
b1, b2 = RECIP
SHIFTS = np.array([[*(i * a1 + j * a2), 0.0]
                   for i in range(-4, 5) for j in range(-4, 5)])
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
L = np.zeros((3, 3, 3), complex)
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    L[a, b, c], L[a, c, b] = -1j, 1j
L_DOT_S = sum(np.kron(L[a], s) for a, s in enumerate((sx, sy, sz))) / 2


def make_film(n_layers, stacking):
    """List of (species, position, layer)."""
    atoms = []
    for l in range(n_layers):
        if stacking == "2H, M over X":
            m, x = (0, 1) if l % 2 == 0 else (1, 0)
        elif stacking == "2H, M over M":
            m, x = (0, 1) if l % 2 == 0 else (0, 2)
        else:  # 3R: all layers have the same orientation
            m, x = l % 3, (l + 1) % 3
        for species, site, dz in (("M", m, 0), ("X", x, H_X), ("X", x, -H_X)):
            xy = site * (a1 + a2) / 3
            atoms.append((species, np.array([*xy, l * D_LAYER + dz]), l))
    return atoms


def find_symmetry(atoms, sign_xy):
    """Atom permutation for z -> -z about the midplane with xy -> sign_xy*xy
    plus any in-plane shift; None if no such symmetry exists."""
    z_sum = 2 * np.mean([r[2] for _, r, _ in atoms])
    for sp, target, _ in atoms:
        if sp != atoms[0][0]:
            continue
        shift = target[:2] - sign_xy * atoms[0][1][:2]
        perm = []
        for species, r, _ in atoms:
            image = sign_xy * r[:2] + shift
            for j, (other, q, _) in enumerate(atoms):
                frac = np.linalg.solve(CELL, image - q[:2])
                if (other == species and abs(z_sum - r[2] - q[2]) < 1e-8
                        and np.allclose(frac, np.round(frac), atol=1e-8)):
                    perm.append(j)
                    break
            else:
                break
        if len(perm) == len(atoms):
            return perm
    return None


def hamiltonian(atoms, k, soc=1.0, bias=0.0, zeeman=0.0):
    n = len(atoms)
    orb = np.zeros((3 * n, 3 * n), complex)
    z_mid = np.mean([r[2] for _, r, _ in atoms])
    for i, (sp, ri, _) in enumerate(atoms):
        for j, (_, rj, _) in enumerate(atoms):
            d = rj - ri + SHIFTS
            dist = np.linalg.norm(d, axis=1)
            keep = (dist > 1e-6) & (dist < CUTOFF)
            d, dist = d[keep], dist[keep]
            w = np.exp(-(dist - R_REF) / DECAY + 1j * (d[:, :2] @ k))
            unit = d / dist[:, None]
            block = V_PI * w.sum() * np.eye(3)
            block = block + (V_SIGMA - V_PI) * (unit.T * w) @ unit
            orb[3*i:3*i+3, 3*j:3*j+3] = block
        orb[3*i:3*i+3, 3*i:3*i+3] += (ONSITE[sp] + bias * (ri[2] - z_mid)) * np.eye(3)
    h = np.kron(orb, np.eye(2)) + zeeman * np.kron(np.eye(3 * n), sz)
    for i, (sp, _, _) in enumerate(atoms):
        h[6*i:6*i+6, 6*i:6*i+6] += soc * SOC[sp] * L_DOT_S
    assert np.allclose(h, h.conj().T, atol=1e-11)
    return h


def pair_gap(h):
    e = np.linalg.eigvalsh(h)
    return np.max(e[1::2] - e[::2])


def permutation_matrix(perm):
    p = np.zeros((len(perm), len(perm)))
    p[perm, np.arange(len(perm))] = 1
    return p


K_POINT = (2 * b1 + b2) / 3
# K must be a corner: equidistant from three reciprocal lattice points
assert np.allclose([np.linalg.norm(K_POINT - g) for g in (b1, b1 + b2)],
                   np.linalg.norm(K_POINT))
GENERIC = 0.23 * b1 + 0.11 * b2
HALF_GM = 0.25 * b1
TOL = 1e-10
H2 = "2H, M over X"

print("LATTICE MODEL (eV, angstrom)")
print(f"lattice constant {A_LAT}, X height {H_X}, layer spacing {D_LAYER} angstrom")
print(f"hopping sigma {V_SIGMA}, pi {V_PI} eV at {R_REF} angstrom")
print(f"hopping decay length {DECAY}, cutoff {CUTOFF} angstrom")
print(f"on-site M {ONSITE['M']}, X {ONSITE['X']} eV; SOC M {SOC['M']}, X {SOC['X']} eV")
print("generic k = 0.23 b1 + 0.11 b2")
print("N  inversion  mirror  pair gap at K  at generic k (eV)")
for n in range(1, 7):
    for stack in (H2, "2H, M over M"):
        atoms = make_film(n, stack)
        inv = find_symmetry(atoms, -1) is not None
        mir = find_symmetry(atoms, +1) is not None
        assert inv == (n % 2 == 0) and mir == (n % 2 == 1)
        gaps = [pair_gap(hamiltonian(atoms, k)) for k in (K_POINT, GENERIC)]
        if n % 2 == 0:
            assert max(gaps) < TOL
        else:
            assert min(gaps) > 1e-3
        if stack == H2:
            print(f"{n}  {str(inv):9s}  {str(mir):6s}  {gaps[0]:.5f}  {gaps[1]:.5f}")

# Antiunitary symmetry of the bilayer: Theta = U * complex conjugation
bilayer = make_film(2, H2)
perm = find_symmetry(bilayer, -1)
U_theta = np.kron(np.kron(permutation_matrix(perm), -np.eye(3)), 1j * sy)
h_bi = hamiltonian(bilayer, GENERIC)
assert np.allclose(U_theta @ h_bi.conj() @ U_theta.conj().T, h_bi, atol=TOL)
assert np.allclose(U_theta @ U_theta.conj(), -np.eye(len(h_bi)))

# Layer-resolved spin of the bilayer doublets at K
energy, vec = np.linalg.eigh(hamiltonian(bilayer, K_POINT))
layer_of_state = np.repeat([l for _, _, l in bilayer], 6)
spin_diag = np.tile([1.0, -1.0], len(energy) // 2)
layer_spin = []
for m in range(0, len(energy), 2):
    density = np.sum(np.abs(vec[:, m:m+2]) ** 2, axis=1) * spin_diag
    layer_spin.append([density[layer_of_state == l].sum() for l in (0, 1)])
layer_spin = np.array(layer_spin)
assert np.max(np.abs(layer_spin.sum(axis=1))) < 1e-8
best = np.argmax(np.abs(layer_spin[:, 0]))
assert abs(layer_spin[best, 0]) > 0.1
print("bilayer at K, doublet with largest layer polarization:")
print(f"  doublet number {best + 1}, energy {energy[2*best]:.4f} eV")
print(f"  summed sigma_z: layer 1 {layer_spin[best, 0]:+.4f}, layer 2 {layer_spin[best, 1]:+.4f}")

# Mirror sectors of the trilayer
trilayer = make_film(3, H2)
perm = find_symmetry(trilayer, +1)
M_z = np.kron(np.kron(permutation_matrix(perm), np.diag([1, 1, -1])), -1j * sz)
assert np.allclose(M_z @ M_z, -np.eye(len(M_z)))
value, basis = np.linalg.eigh(-1j * M_z)      # +1 means M_z = +i
plus, minus = basis[:, value > 0], basis[:, value < 0]


def sector(k, b):
    h = hamiltonian(trilayer, k)
    assert np.allclose(M_z @ h, h @ M_z, atol=TOL)
    return np.linalg.eigvalsh(b.conj().T @ h @ b)


assert np.allclose(sector(GENERIC, plus), sector(-GENERIC, minus), atol=TOL)
assert np.allclose(sector(HALF_GM, plus), sector(HALF_GM, minus), atol=TOL)
sector_split = np.max(np.abs(sector(GENERIC, plus) - sector(GENERIC, minus)))
assert sector_split > 1e-3
print(f"trilayer, generic k: largest mirror-sector splitting {sector_split:.5f} eV")
energy, vec = np.linalg.eigh(hamiltonian(trilayer, GENERIC))
assert np.min(np.diff(energy)) > 1e-7         # bands are nondegenerate here
spins = [np.real(np.sum(vec.conj() * (np.kron(np.eye(len(vec) // 2), s) @ vec), axis=0))
         for s in (sx, sy, sz)]
assert max(np.max(np.abs(spins[0])), np.max(np.abs(spins[1]))) < 1e-7
assert np.max(np.abs(spins[2])) > 0.1
print(f"trilayer, generic k: largest |<sigma_z>| {np.max(np.abs(spins[2])):.4f}")

# Points and line where odd films remain degenerate
for n in (1, 3):
    for k in (0 * b1, b1 / 2, HALF_GM, 0.37 * b1):
        assert pair_gap(hamiltonian(make_film(n, H2), k)) < TOL

# Controls: remove one premise at a time
no_soc = pair_gap(hamiltonian(trilayer, GENERIC, soc=0))
BIAS, ZEEMAN = 0.02, 0.02
biased = pair_gap(hamiltonian(bilayer, K_POINT, bias=BIAS))
magnetic = pair_gap(hamiltonian(bilayer, K_POINT, zeeman=ZEEMAN))
film_3r = make_film(2, "3R")
gap_3r = pair_gap(hamiltonian(film_3r, K_POINT))
assert find_symmetry(film_3r, -1) is None
assert no_soc < TOL and min(biased, magnetic, gap_3r) > 1e-3
print("controls, pair gap (eV):")
print(f"  trilayer without SOC, generic k: {no_soc:.5f}")
print(f"  bilayer at K, potential slope {BIAS} eV/angstrom: {biased:.5f}")
print(f"  bilayer at K, Zeeman term {ZEEMAN} eV * sigma_z: {magnetic:.5f}")
print(f"  3R bilayer at K, no field: {gap_3r:.5f}")

# Valley model
lam, t, delta, U = 80.0, 50.0, 20.0, 40.0


def valley(n, s, shift=0.0, bias=0.0):
    h = np.diag(s * lam * (-1.0) ** np.arange(n))
    h += t * (np.eye(n, k=1) + np.eye(n, k=-1))
    h[0, 0] += shift + bias / 2
    if n > 1:
        h[-1, -1] += shift - bias / 2
    return np.linalg.eigvalsh(h)


print("VALLEY MODEL (meV)")
print(f"lam {lam:.0f}, t {t:.0f}, delta {delta:.0f}, U {U:.0f} meV")
for n in range(1, 7):
    for s in (1, -1):
        j = np.arange(1, n // 2 + 1)
        root = np.sqrt(lam**2 + 4 * t**2 * np.cos(j * np.pi / (n + 1)) ** 2)
        formula = np.sort(np.concatenate([root, -root, [s * lam] if n % 2 else []]))
        assert np.allclose(valley(n, s), formula, atol=1e-9)
    split = np.max(np.abs(valley(n, 1) - valley(n, -1)))
    print(f"N={n}: largest spin splitting {split:.2f} meV")


def show(label, levels):
    print(label + " " + ", ".join(f"{e:.2f}" for e in levels) + " meV")


show("bilayer, either spin:", valley(2, 1))
show("trilayer, s=+1:", valley(3, 1))
show("trilayer, s=-1:", valley(3, -1))
for s in (1, -1):
    root = np.sqrt((s * lam + delta / 2) ** 2 + 2 * t**2)
    formula = np.sort([delta / 2 - root, delta / 2 + root, s * lam + delta])
    assert np.allclose(valley(3, s, shift=delta), formula, atol=1e-9)
    show(f"trilayer with delta, s={s:+d}:", formula)
shifted_split = np.abs(valley(3, 1, shift=delta) - valley(3, -1, shift=delta))
assert np.min(shifted_split) > 1.0
show("trilayer with delta, splittings:", shifted_split)
assert np.allclose(valley(4, 1, shift=delta), valley(4, -1, shift=delta), atol=1e-9)
for s in (1, -1):
    root = np.sqrt((s * lam + U / 2) ** 2 + t**2)
    assert np.allclose(valley(2, s, bias=U), [-root, root], atol=1e-9)
    show(f"biased bilayer, s={s:+d}:", valley(2, s, bias=U))
bias_split = valley(2, 1, bias=U)[1] - valley(2, -1, bias=U)[1]
slope = lam / np.sqrt(lam**2 + t**2)
small = 0.01
numeric_slope = (valley(2, 1, bias=small)[1] - valley(2, -1, bias=small)[1]) / small
assert abs(numeric_slope - slope) < 1e-6
print(f"biased bilayer: upper-level splitting {bias_split:.2f} meV")
print(f"small-bias estimate {U * slope:.2f} meV, slope {slope:.4f}")
print("all assertions hold")
```

Running it gives:

```
LATTICE MODEL (eV, angstrom)
lattice constant 3.2, X height 1.6, layer spacing 6.2 angstrom
hopping sigma 1.5, pi -0.4 eV at 2.4 angstrom
hopping decay length 0.8, cutoff 5.3 angstrom
on-site M 1.0, X -1.0 eV; SOC M 0.2, X 0.1 eV
generic k = 0.23 b1 + 0.11 b2
N  inversion  mirror  pair gap at K  at generic k (eV)
1  False      True    0.13571  0.07244
2  True       False   0.00000  0.00000
3  False      True    0.12829  0.06733
4  True       False   0.00000  0.00000
5  False      True    0.12788  0.06556
6  True       False   0.00000  0.00000
bilayer at K, doublet with largest layer polarization:
  doublet number 16, energy 2.2457 eV
  summed sigma_z: layer 1 +0.9941, layer 2 -0.9941
trilayer, generic k: largest mirror-sector splitting 0.06733 eV
trilayer, generic k: largest |<sigma_z>| 0.9992
controls, pair gap (eV):
  trilayer without SOC, generic k: 0.00000
  bilayer at K, potential slope 0.02 eV/angstrom: 0.12294
  bilayer at K, Zeeman term 0.02 eV * sigma_z: 0.03997
  3R bilayer at K, no field: 0.09145
VALLEY MODEL (meV)
lam 80, t 50, delta 20, U 40 meV
N=1: largest spin splitting 160.00 meV
N=2: largest spin splitting 0.00 meV
N=3: largest spin splitting 160.00 meV
N=4: largest spin splitting 0.00 meV
N=5: largest spin splitting 160.00 meV
N=6: largest spin splitting 0.00 meV
bilayer, either spin: -94.34, 94.34 meV
trilayer, s=+1: -106.77, 80.00, 106.77 meV
trilayer, s=-1: -106.77, -80.00, 106.77 meV
trilayer with delta, s=+1: -104.46, 100.00, 124.46 meV
trilayer with delta, s=-1: -89.50, -60.00, 109.50 meV
trilayer with delta, splittings: 14.96, 160.00, 14.96 meV
biased bilayer, s=+1: -111.80, 111.80 meV
biased bilayer, s=-1: -78.10, 78.10 meV
biased bilayer: upper-level splitting 33.70 meV
small-bias estimate 33.92 meV, slope 0.8480
all assertions hold
```
